\section*{Rys Quadrature for Repulsion Integrals: Node Count and Stable Roots}

\section{What the setting controls}

Let two normalized Gaussian charge clouds have densities proportional to $e^{-p|\mathbf r_1-\mathbf P|^2}$ and $e^{-q|\mathbf r_2-\mathbf Q|^2}$. The difference $\mathbf r_1-\mathbf r_2$ then has a Gaussian distribution centred at $\boldsymbol\Delta=\mathbf P-\mathbf Q$. Variances add, $1/(2p)+1/(2q)=1/(2\rho)$, so its exponent is $\rho=pq/(p+q)$. The mean of $1/r_{12}$ can depend only on $\rho$ and, by rotational symmetry, on $|\boldsymbol\Delta|$. It is an inverse length and $\rho$ is an inverse squared length, so
\begin{equation}
\left\langle \frac1{r_{12}}\right\rangle=\sqrt\rho\,f(X),\qquad X=\rho|\boldsymbol\Delta|^2 .
\end{equation}
One dimensionless number controls the integral over spherical functions. Angular momentum adds a polynomial under the integral that represents $f$, and Rys quadrature integrates this polynomial with a Gauss rule that depends on $X$ alone.

A program that offers this method for two-electron integrals has to fix the number of nodes and the way they are computed. The first choice follows from a polynomial degree, the second from the growth of rounding errors.

Atomic units are used, with real primitive Cartesian Gaussians
\begin{equation}
(x-A_x)^{i_x}(y-A_y)^{i_y}(z-A_z)^{i_z}e^{-a|\mathbf r-\mathbf A|^2}.
\end{equation}
In $(ab|cd)$ the functions $a,b$ (the bra) belong to electron 1 and $c,d$ (the ket) to electron 2. The same letters denote their exponents, and $\mathbf A,\dots,\mathbf D$ their centres. $L$ is the sum of all twelve powers. Contracted and spherical-harmonic functions are linear combinations of these primitives, so the result carries over term by term.

\section{Factorization into three planar integrals}

Completing the square in the bra gives
\begin{equation}
a|\mathbf r-\mathbf A|^2+b|\mathbf r-\mathbf B|^2
=p|\mathbf r-\mathbf P|^2+\frac{ab}{p}|\mathbf A-\mathbf B|^2,
\end{equation}
with $p=a+b$ and $\mathbf P=(a\mathbf A+b\mathbf B)/p$. The ket has $q=c+d$ and $\mathbf Q=(c\mathbf C+d\mathbf D)/q$. Let $K$ be the product of the constant factors $e^{-ab|\mathbf A-\mathbf B|^2/p}$ and $e^{-cd|\mathbf C-\mathbf D|^2/q}$. The Coulomb operator becomes separable through
\begin{equation}
\frac1{r_{12}}=\frac2{\sqrt\pi}\int_0^\infty e^{-u^2r_{12}^2}\,du ,
\end{equation}
because $r_{12}^2$ is a sum over axes. At fixed $u$ the six-dimensional integral is a product of three integrals, each over a plane $(x_1,x_2)$.

For the $x$ axis, with the axis label dropped, the exponent is minus
\begin{equation}
S=p(x_1-P)^2+q(x_2-Q)^2+u^2(x_1-x_2)^2 .
\end{equation}
At its minimum $(\bar x_1,\bar x_2)$ let $D_0=\bar x_1-\bar x_2$. Setting the derivatives to zero gives $\bar x_1-P=-u^2D_0/p$ and $\bar x_2-Q=u^2D_0/q$. Subtraction gives $D_0=\Delta-u^2D_0/\rho$. Define
\begin{equation}
s=t^2=\frac{u^2}{\rho+u^2},\qquad 0\le s<1 .
\end{equation}
Then $D_0=(1-s)\Delta$ and $u^2(1-s)=\rho s$, so
\begin{align}
\bar x_1&=P-\frac{\rho s}{p}\Delta,\qquad
\bar x_2=Q+\frac{\rho s}{q}\Delta,\\
S_{\min}&=u^2D_0^2\left(\frac{u^2}{\rho}+1\right)
=\frac{u^2D_0^2}{1-s}=\rho s\Delta^2 .
\end{align}
The matrix of the quadratic form and its determinant are
\begin{equation}
M=\begin{pmatrix}p+u^2&-u^2\\-u^2&q+u^2\end{pmatrix},\quad
\det M=pq\left(1+\frac{u^2}{\rho}\right)=\frac{pq}{1-s}.
\end{equation}
The Gaussian integral is $\pi/\sqrt{\det M}$. Each axis therefore contributes
\begin{equation}
\frac{\pi}{\sqrt{pq}}\sqrt{1-s}\;e^{-\rho s\Delta^2}I(s),
\end{equation}
where $I(s)$ is the mean of the Cartesian powers over the normalized Gaussian in the plane.

From $u=\sqrt\rho\,t(1-t^2)^{-1/2}$ follows $du=\sqrt\rho\,(1-t^2)^{-3/2}dt$. The three factors $\sqrt{1-s}$ cancel the singular part of this Jacobian. Since $\sqrt\rho/(pq)^{3/2}=1/(pq\sqrt{p+q})$,
\begin{equation}
(ab|cd)=\frac{2\pi^{5/2}K}{pq\sqrt{p+q}}
\int_0^1 e^{-Xt^2}I_x(t^2)I_y(t^2)I_z(t^2)\,dt .
\label{eq:rys}
\end{equation}
For $L=0$ this identifies $f(X)=(2/\sqrt\pi)\int_0^1e^{-Xt^2}dt$. At large $X$ it tends to $X^{-1/2}$, which gives the point-charge value $1/|\boldsymbol\Delta|$.

\section{Why floor$(L/2)+1$ nodes suffice}

The covariance matrix of the planar Gaussian is $M^{-1}/2$. With $q-\rho=q\rho/p$, and likewise for $p$, its elements are
\begin{align}
V_1&=\frac{(q+u^2)(1-s)}{2pq}=\frac{q-s(q-\rho)}{2pq}
=\frac1{2p}\left(1-\frac{\rho s}{p}\right),\\
V_2&=\frac1{2q}\left(1-\frac{\rho s}{q}\right),\qquad
V_{12}=\frac{u^2(1-s)}{2pq}=\frac{s}{2(p+q)} .
\end{align}
Let $G_{m,n}=\langle(x_1-A)^m(x_2-C)^n\rangle$. The density $g$ obeys $(x_1-\bar x_1)g=-(V_1\partial_1+V_{12}\partial_2)g$. Integration by parts moves the derivatives onto the powers:
\begin{align}
G_{m+1,n}&=(\bar x_1-A)G_{m,n}+mV_1G_{m-1,n}+nV_{12}G_{m,n-1},\\
G_{m,n+1}&=(\bar x_2-C)G_{m,n}+nV_2G_{m,n-1}+mV_{12}G_{m-1,n},
\end{align}
starting from $G_{0,0}=1$. Powers on the second centres follow from the binomial expansion of $x_1-B=(x_1-A)+(A-B)$ and $x_2-D=(x_2-C)+(C-D)$, whose shifts do not depend on $s$.

The means and covariances are linear in $s$. If $G_{m,n}$ has degree at most $m+n$, the mean term raises the degree by at most one. The covariance terms reach at most $1+(m+n-1)=m+n$. By induction $G_{m,n}$ has degree at most $m+n$, and its coefficient of $s^{m+n}$ comes from the means alone. The product $\Pi(s)=I_xI_yI_z$ thus has degree at most $L$, with leading coefficient
\begin{equation}
c_L=\prod_{\text{axes}}\left(-\frac{\rho\Delta}{p}\right)^{\text{bra powers}}
\left(\frac{\rho\Delta}{q}\right)^{\text{ket powers}} .
\end{equation}

Since $dt=ds/(2\sqrt s)$, the weight in $s$ is $W(s)=e^{-Xs}/(2\sqrt s)$ on $[0,1]$. Let $\pi_N$ be its monic orthogonal polynomial of degree $N$, and take the zeros of $\pi_N$ as nodes, with interpolatory weights $w_i$. These weights integrate every polynomial of degree below $N$ exactly. Divide $\Pi=\pi_NT+R$, with $\deg R<N$. If $L\le2N-1$, then $\deg T<N$ and $\int\pi_NTW\,ds=0$. The product $\pi_NT$ also vanishes at the nodes, so the rule is exact. The smallest integer with $2N-1\ge L$ is
\begin{equation}
N=\lfloor L/2\rfloor+1 .
\end{equation}

One node fewer is not enough in general. For even $L\ge2$ let $N'=L/2$ and write $\Pi=c_L\pi_{N'}^2+R$, with $\deg R\le2N'-1$. The rule integrates $R$ exactly and assigns zero to the square, so
\begin{equation}
\int_0^1\Pi W\,ds-\sum_{i=1}^{N'}w_i\Pi(s_i)=c_Lh_{N'},\qquad
h_k=\int_0^1\pi_k^2W\,ds .
\label{eq:missing}
\end{equation}
For odd $L\ge3$ and $N'=(L-1)/2$, the quotient by $\pi_{N'}^2$ is $c_Ls+d$, and the error is $\int(c_Ls+d)\pi_{N'}^2W\,ds$. If the bra has any powers, put them all on $\mathbf A$ and move $\mathbf A$ and $\mathbf B$ at fixed $\mathbf P$. This changes $d$ through $\mathbf P-\mathbf A$ but leaves $c_L$ and $X$ alone. If it has none, the same step works for the ket, with $\mathbf C$ and $\mathbf D$ moved at fixed $\mathbf Q$. For such integrals, with nonzero components of $\boldsymbol\Delta$, the error can therefore vanish only for special centres, which is enough to show that the smaller count fails in general. The argument does not cover every split of the powers between two centres: for two $x$ powers on $\mathbf A$, one on $\mathbf B$ and $a=2b$, the two shifts cancel and $d$ does not change.

Some geometries need less. If $\boldsymbol\Delta=0$, as when all four centres coincide, the means do not depend on $s$, and each factor $s$ uses up two powers. The degree is then at most $\lfloor L/2\rfloor$, and $\lfloor L/4\rfloor+1$ nodes suffice.

\section{From Boys functions to nodes}

The moments of $W$ are the Boys functions
\begin{equation}
F_k(X)=\int_0^1t^{2k}e^{-Xt^2}dt=\int_0^1s^kW(s)\,ds .
\end{equation}
Integrating the derivative of $t^{2k+1}e^{-Xt^2}$ over $[0,1]$ gives $e^{-X}=(2k+1)F_k-2XF_{k+1}$, hence
\begin{equation}
F_k=\frac{2XF_{k+1}+e^{-X}}{2k+1}
=e^{-X}\sum_{i=0}^\infty\frac{(2X)^i}{(2k+1)(2k+3)\cdots(2k+2i+1)} .
\end{equation}
The series serves for the highest $k$ and the downward recursion for the rest. Both add positive numbers, so the moments themselves are accurate.

The next step is the delicate one. Since $\pi_k$ is orthogonal to lower powers, $h_k=\int\pi_ks^kW\,ds=F_{2k}+\dots$, where the omitted terms contain moments up to $F_{2k-1}$. A relative error $\epsilon$ in $F_{2k}$ alone shifts $h_k$ by $\epsilon F_{2k}$. But $h_k$ is small. Among monic polynomials $\pi_k$ has the least norm, and the monic Chebyshev polynomial on $[0,1]$ is bounded by $2\cdot4^{-k}$, so $h_k\le4\cdot16^{-k}F_0$ for $k\ge1$. The relative error of $h_k$ from this source is at least $\epsilon\,16^kF_{2k}/(4F_0)$, and $e^{-X}/(4k+1)\le F_{2k}\le1/(4k+1)$. For $k$ large compared with $X$ the factor $t^{4k}$ confines the integrand to $t\approx1$, $F_{2k}$ approaches $e^{-X}/(4k+1)$, and the bound grows nearly as $16^k$. For large $X$ and small $k$, $F_{2k}$ falls so quickly with $k$ that the bound at first decreases: at $X=30$ it drops from $3.3\times10^{-3}\epsilon$ at $k=1$ to $2.0\times10^{-4}\epsilon$ at $k=4$, and only then rises. This dip belongs to the bound, not to the error. The monic polynomial $s^k$ has squared norm $F_{2k}$, so $h_k\le F_{2k}$ and the actual amplification $F_{2k}/h_k$ is never below 1. At $X=30$ it rises steadily, $1.5,\ 4.4,\ 14,\ 50$ for $k=1,\dots,4$, though more slowly than at $X=1$, where it is $1.9,\ 14,\ 146,\ 1.7\times10^{3}$.

\subsection{Modified moments without cancellation}

For small $X$ the cure is to replace powers by polynomials that are orthogonal for $W$ at $X=0$ and so nearly orthogonal while $e^{-Xs}$ varies little over $[0,1]$. Let $R_k(s)$ be the monic polynomial proportional to the Legendre polynomial $P_{2k}(t)$. These are orthogonal on $[0,1]$ with weight $s^{-1/2}$. Monic Legendre polynomials $\ell_j$ obey $t\ell_j=\ell_{j+1}+g_j\ell_{j-1}$ with $g_j=j^2/(4j^2-1)$. Applying this twice gives
\begin{equation}
sR_k=R_{k+1}+\lambda_kR_k+\kappa_kR_{k-1},\quad
\lambda_k=g_{2k}+g_{2k+1},\quad \kappa_k=g_{2k}g_{2k-1}.
\end{equation}
The derivative $\frac{d^k}{ds^k}[s^{k-1/2}(1-s)^k]$ is $s^{-1/2}$ times a polynomial of degree $k$. That polynomial is orthogonal to all lower degrees, as $k$ integrations by parts show. The highest power $(-1)^ks^{2k-1/2}$ yields the leading coefficient $(-1)^k(k+\tfrac12)_k$, with $(z)_k=z(z+1)\cdots(z+k-1)$. Hence
\begin{equation}
s^{-1/2}R_k=\frac{(-1)^k}{(k+\frac12)_k}\frac{d^k}{ds^k}\left[s^{k-1/2}(1-s)^k\right].
\end{equation}
Insert this in $\nu_k=\int R_kW\,ds$ and integrate by parts $k$ times. The boundary terms vanish. The sign $(-1)^k$ from the integrations cancels the one in front, and the derivatives of $e^{-Xs}$ supply $(-X)^k$:
\begin{equation}
\nu_k=\frac{(-X)^k}{2(k+\frac12)_k}\int_0^1s^{k-1/2}(1-s)^ke^{-Xs}ds .
\end{equation}
With $e^{-Xs}=e^{-X}e^{X(1-s)}$ and the beta function $B$,
\begin{equation}
\nu_k=\frac{(-X)^ke^{-X}}{2(k+\frac12)_k}\sum_{i=0}^\infty
\frac{X^i}{i!}B(k+\tfrac12,k+i+1).
\end{equation}
All terms have one sign. The same $\nu_k$ is a linear combination of $F_0,\dots,F_k$, but summing that combination directly is hopeless in double precision: for $k=19$ and $X=1$ the absolute values of its terms add up to $1.6\times10^{41}$ times the result.

\subsection{Recurrence coefficients, roots and weights}

The polynomials of $W$ obey $\pi_{k+1}=(s-\alpha_k)\pi_k-\beta_k\pi_{k-1}$, with $\pi_{-1}=0$. Define $\sigma_{k,l}=\int\pi_kR_lW\,ds$, so $\sigma_{0,l}=\nu_l$, $\sigma_{-1,l}=0$ and $\sigma_{k,k}=h_k$. Using both recurrences,
\begin{equation}
\begin{aligned}
\sigma_{k+1,l}={}&\sigma_{k,l+1}-(\alpha_k-\lambda_l)\sigma_{k,l}\\
&-\beta_k\sigma_{k-1,l}+\kappa_l\sigma_{k,l-1}.
\end{aligned}
\end{equation}
Orthogonality requires $\sigma_{k+1,k-1}=0$ and $\sigma_{k+1,k}=0$. These two conditions give
\begin{equation}
\beta_k=\frac{\sigma_{k,k}}{\sigma_{k-1,k-1}},\qquad
\alpha_k=\lambda_k+\frac{\sigma_{k,k+1}}{\sigma_{k,k}}
-\frac{\sigma_{k-1,k}}{\sigma_{k-1,k-1}},
\end{equation}
where the last term of $\alpha_k$ is absent for $k=0$. With $\beta_0=\nu_0$, $h_k=\beta_0\beta_1\cdots\beta_k$. Setting $\lambda_l=\kappa_l=0$ and $\nu_l=F_l$ gives the version with raw moments.

For $\phi_k=\pi_k/\sqrt{h_k}$ the recurrence is symmetric:
\begin{equation}
s\phi_k=\sqrt{\beta_{k+1}}\,\phi_{k+1}+\alpha_k\phi_k+\sqrt{\beta_k}\,\phi_{k-1}.
\end{equation}
At a zero $s_i$ of $\pi_N$ the vector $(\phi_0,\dots,\phi_{N-1})$ is an eigenvector, with eigenvalue $s_i$, of the tridiagonal matrix with diagonal $\alpha_0,\dots,\alpha_{N-1}$ and off-diagonal $\sqrt{\beta_1},\dots,\sqrt{\beta_{N-1}}$. The rule is exact for $\phi_j\phi_k$ with $j,k<N$, so the vectors $\sqrt{w_i}\,\phi(s_i)$ are orthonormal. Their first component is $\sqrt{w_i/\beta_0}$. Therefore $w_i=\beta_0v_{0i}^2$, where $v_{0i}$ is the first component of the normalized eigenvector.

\section{An integral with three nodes}

Take $(p_xp_y|p_zp_x)$, so $L=4$ and $N=3$, with round model parameters. The exponents are $0.9,\,0.6,\,1.1,\,0.7$ bohr$^{-2}$. The centres in bohr are $\mathbf A=(0,0,0)$, $\mathbf B=(0.8,0.4,-0.2)$, $\mathbf C=(-0.5,1.0,0.7)$ and $\mathbf D=(0.3,1.2,1.5)$. Then $p=1.5$, $q=1.8$ and $\rho=0.81818$ bohr$^{-2}$, and $\boldsymbol\Delta=(0.50889,-0.91778,-1.09111)$ bohr. This gives $X=1.87512$.

The first Boys functions are $F_0=0.613017$, $F_1=0.122574$ and $F_2=0.057166$. Since $R_1=s-\frac13$, $\nu_1=F_1-F_0/3=-0.081765$, and $\alpha_0=\frac13+\nu_1/\nu_0=0.199952$. In raw moments $\beta_1=F_2/F_0-(F_1/F_0)^2=0.093253-0.039981=0.053272$, a first small case of the cancellation. The remaining coefficients are $\alpha_1=0.531850$, $\alpha_2=0.512118$ and $\beta_2=0.068457$.

The axis factors, with $s$ dimensionless and lengths in bohr, are
\begin{align}
I_x&=(0.32000-0.27758s)(-0.48889+0.23131s)+0.15152s,\nonumber\\
I_y&=-0.24000+0.50061s,\qquad I_z=0.31111-0.49596s .
\end{align}
The last term of $I_x$ is the covariance $V_{12}$. Diagonalizing the $3\times3$ matrix gives
\begin{center}
\begin{tabular}{ccccc}
$s_i$&$w_i$&$I_x$&$I_y$&$I_z$\\
0.044005&0.383345&$-0.140672$&$-0.217971$&0.289286\\
0.368944&0.184289&$-0.031907$&$-0.055304$&0.128130\\
0.830971&0.045383&0.099399&0.175989&$-0.101017$
\end{tabular}
\end{center}
The three contributions to $\sum w_iI_xI_yI_z$ are $0.00340036$, $0.00004167$ and $-0.00008020$, with sum $0.00336183$ bohr$^4$. The prefactor in Eq.~(\ref{eq:rys}), including $K=0.420182$, is $2.99724$ bohr$^5$. A $p$ function has the norm factor $(2a/\pi)^{3/4}2\sqrt a$, and the product of the four is $1.37837$ bohr$^{-10}$. The integral is
\begin{equation}
1.37837\times2.99724\times0.0033618=0.013889\ \text{hartree}=0.37793\ \text{eV}.
\end{equation}

Two nodes give $0.013742$ hartree, which is $1.1\%$ too low. Equation~(\ref{eq:missing}) accounts for the gap. The leading coefficients of the factors multiply to $c_4=0.015941$ bohr$^4$, and $h_2=\beta_0\beta_1\beta_2=0.0022356$. With the same prefactors, $c_4h_2$ becomes $1.472\times10^{-4}$ hartree, the difference between the two values.

\section{Choosing the setting}

\textbf{Node count.} Use $\lfloor L/2\rfloor+1$ for the highest $L$ in the shell quartet. Four $d$ shells need 5 nodes and four $g$ shells need 9. More nodes cannot improve an exact rule. Apart from special geometries such as $\boldsymbol\Delta=0$, fewer nodes leave an error that tighter screening of small integrals does not remove.

\textbf{Forces.} Differentiating with respect to a centre turns $(x-A)^ie^{-a(x-A)^2}$ into $2a(x-A)^{i+1}-i(x-A)^{i-1}$ times the Gaussian. First derivatives thus need the count for $L+1$: one more node for odd $L$, none for even $L$.

\textbf{Range separation.} For $\mathrm{erf}(\mu r_{12})/r_{12}$ the $u$ integral stops at $\mu$, so $t$ stops at $t_\mu=\mu/\sqrt{\rho+\mu^2}$. Substituting $t=t_\mu\tau$ restores the interval $[0,1]$. The same rule applies with $X$ replaced by $Xt_\mu^2$, nodes $s=t_\mu^2\tau^2$, and weights multiplied by $t_\mu$. The node count is unchanged.

\textbf{Root finder.} The table gives the largest relative error among all $\alpha_k,\beta_k$ in double precision, measured against an 80-digit calculation from Boys functions. The raw moments were correctly rounded to double precision first.
\begin{center}
\begin{tabular}{cccc}
$N$&$X$&raw&modified\\
4&1&$2.5\times10^{-13}$&$4\times10^{-16}$\\
7&1&$6.5\times10^{-10}$&$4\times10^{-16}$\\
10&1&$6.2\times10^{-5}$&$4\times10^{-16}$\\
10&5&$1.6\times10^{-6}$&$5\times10^{-15}$\\
10&10&$2.0\times10^{-6}$&$2\times10^{-13}$\\
10&30&$1.0\times10^{-9}$&$2.4\times10^{-4}$
\end{tabular}
\end{center}
For $X$ up to about 5 modified moments keep nearly full precision at these node counts. At $X=30$ the order is reversed, and the raw moments do better. A plausible reason, not proved here, is that $W$ is then concentrated near $s=0$, while the $R_k$ are adapted to the whole interval. The crossover comes earlier for fewer nodes: with correctly rounded moments of both kinds it lies between $X=5$ and $10$ for $N=4$, near $15$ for $N=7$, and between $20$ and $30$ for $N=10$. The table entries are single samples of rounding error and can move by a factor of ten when $X$ changes slightly. Between small $X$ and the large-$X$ limit below, the need for extra digits in the raw recursion depends on the node count. At $N=10$, $X=10$ it loses about ten of the sixteen digits of double precision, whereas at $N=3$ and the same $X$ the relative error is only of order $10^{-15}$. The reference calculation here uses 80 digits. A computed $\beta_k\le0$ signals lost precision, since $\beta_k$ is a ratio of norms; a positive value does not prove accuracy.

For large $X$, put $t=y/\sqrt X$. The integral becomes $X^{-1/2}\int_0^{\sqrt X}e^{-y^2}\Pi(y^2/X)\,dy$, and the upper limit can be moved to infinity. The positive half of the $2N$-point Hermite rule, with nodes $y_i$ and weights $H_i$, then gives $s_i=y_i^2/X$ and $w_i=H_i/\sqrt X$. For $N=5$ and $X=100$ these nodes agree with those of the finite interval to double-precision rounding; the true relative difference is about $5\times10^{-31}$. At $X=50$ it is $4\times10^{-16}$, $5\times10^{-12}$ and $4\times10^{-5}$ for $N=3$, $5$ and $10$. Larger $N$ needs larger $X$, because high powers of $y$ give more weight to the discarded tail.
